# How the Acoustic-Phonon Mean Free Path Depends on Electron Energy

## Problem

An electron moves in a bulk crystal, in one isotropic parabolic valley with energy $E=k^2/2m$. It is scattered by long-wave longitudinal sound, which shifts the band edge by $D\,\nabla\!\cdot\mathbf u$, where $\mathbf u$ is the displacement of the lattice and $D$ is a constant deformation potential. The phonon energies are small compared with both the thermal energy and $E$, so that a collision may be treated as elastic.

How does the mean free path $l=v\tau$ depend on the electron energy? Find $l$, and evaluate it for parameters typical of electrons in silicon at 300 K.

In the algebra $\hbar=m_e=e=1$, and $T$ stands for the thermal energy $k_BT$. The crystal has volume $V$, density $\rho$ and sound speed $v_s$; $c=\rho v_s^2$ is the longitudinal elastic constant. Scattering conserves spin.

## A tempting solution

The strain produced by thermal sound waves has the same mean square at every wavelength, as long as the phonons are classical. The squared matrix element $|M|^2$ is therefore the same for every pair of electron states. A coupling that does not depend on energy gives a collision rate that does not depend on energy, so $\tau$ is constant. A faster electron then travels farther between collisions:

$$l=v\tau\propto v\propto\sqrt E .$$

On this argument an electron at 0.08 eV has twice the mean free path of one at 0.02 eV.

## Where it goes wrong

The first two sentences are correct and will be derived below. The fault is in the third. The quantity $|M|^2$ governs the transition into *one* final state, whereas the collision rate is a sum over all the final states that energy conservation allows:

$$\frac1\tau=2\pi\sum_{\mathbf k'}|M|^2\,\delta(E'-E).$$

With constant $|M|^2$ the rate is proportional to the density of final states. In three dimensions that density grows with energy, so $\tau$ is not constant. To see what remains of the energy dependence, we need the whole calculation.

## Correct solution

**The coupling to one sound wave.** For longitudinal waves the displacement points along $\mathbf q$:

$$\mathbf u=\sum_{\mathbf q}\frac{\mathbf q}{q}\,\frac{1}{\sqrt{2\rho V\omega}}\left(a_{\mathbf q}e^{i\mathbf q\cdot\mathbf r}+a^\dagger_{\mathbf q}e^{-i\mathbf q\cdot\mathbf r}\right),\qquad \omega=v_sq .$$

The prefactor is fixed by the energy of a mode. With $N$ phonons in it, the mean square displacement is $(2N+1)/(2\rho V\omega)$. The kinetic energy is $\tfrac12\rho V\omega^2$ times this, or $\tfrac12\omega(N+\tfrac12)$, which is half the oscillator energy, as it must be.

The divergence brings down a factor $\pm iq$. Between plane waves $V^{-1/2}e^{i\mathbf k\cdot\mathbf r}$, the absorption term leads to $\mathbf k'=\mathbf k+\mathbf q$ and the emission term to $\mathbf k'=\mathbf k-\mathbf q$. Since $a$ contributes $\sqrt N$ and $a^\dagger$ contributes $\sqrt{N+1}$,

$$|M_{\rm abs}|^2=\frac{D^2q^2}{2\rho V\omega}N,\qquad |M_{\rm em}|^2=\frac{D^2q^2}{2\rho V\omega}(N+1).$$

A given final state $\mathbf k'$ can be reached in both ways, with phonons of opposite wavevector and equal $q=|\mathbf k'-\mathbf k|$. The lattice ends in different states in the two cases, so the probabilities add, not the amplitudes.

**Classical phonons.** In thermal equilibrium $N=1/(e^{\omega/T}-1)$, and for small $\omega/T$

$$2N+1=\coth\frac{\omega}{2T}=\frac{2T}{\omega}\left(1+\frac{\omega^2}{12T^2}+\dots\right).$$

Keeping the leading term,

$$|M|^2=\frac{D^2q^2}{2\rho V\omega}\,\frac{2T}{\omega}=\frac{D^2T}{V}\,\frac{q^2}{\rho v_s^2q^2}=\frac{D^2T}{cV}.$$

Long waves have large amplitudes but small gradients, and the two effects cancel. The result depends neither on the energy nor on the scattering angle.

**Counting final states.** In the elastic limit both processes carry the same $\delta(E'-E)$. The states of one spin have density $V/(2\pi)^3$ in $\mathbf k'$ space, and $dE'=(k'/m)\,dk'$. Hence

$$\sum_{\mathbf k'}\delta(E'-E)=\frac{V}{(2\pi)^3}\int4\pi k'^2\,\delta(E'-E)\,dk'=\frac{V}{2\pi^2}\,k^2\,\frac mk=V\frac{mk}{2\pi^2}.$$

The golden rule gives

$$\frac1\tau=2\pi\,\frac{D^2T}{cV}\,V\frac{mk}{2\pi^2}=\frac{D^2Tmk}{\pi c}.$$

Transport depends on the loss of forward momentum, for which each collision is weighted by $1-\cos\theta$. Here all directions are equally likely and $\cos\theta$ averages to zero, so the momentum relaxation time equals $\tau$.

**The path.** Multiplying by $v=k/m$,

$$l=\frac km\,\frac{\pi c}{D^2Tmk}=\frac{\pi c}{m^2D^2T}.$$

The wavenumber has cancelled. An electron that is twice as fast finds twice as many final states, collides twice as often, and covers the same distance between collisions. Within this model the mean free path is independent of energy.

## Numbers for silicon

Restoring $\hbar$ gives $l=\pi\hbar^4c/(m^2D^2k_BT)$. With $B=\hbar^2/2m$ we have $\hbar^4/m^2=4B^2$, and so

$$l=\frac{4\pi cB^2}{D^2k_BT}.$$

Take rough typical values for silicon: $D=9$ eV, density 2.33 g/cm³ and sound speed $9\times10^5$ cm/s, which give $c=1178$ eV/nm³. The real valleys are ellipsoids with masses of about $m_l=0.92$ and $m_t=0.19$. For the moment each is replaced by a sphere with the same density of states, $m=(m_lm_t^2)^{1/3}=0.321$, so that $B=0.1185$ eV nm². At 300 K, $k_BT=0.02585$ eV, and

$$l=\frac{4\pi\times1178\times(0.1185)^2}{81\times0.02585}\ {\rm nm}\approx99\ {\rm nm}\quad(990\ \text{Å}).$$

The cancellation can be watched by adding up the golden-rule rate state by state in a periodic box, without the integral over $k'$:

- at 0.02 eV, $v=1.479\times10^7$ cm/s and $\tau=0.672$ ps, so $l=99.44$ nm;
- at 0.08 eV, $v=2.959\times10^7$ cm/s and $\tau=0.336$ ps, so $l=99.35$ nm.

The speed doubles and the time halves. The formula gives 99.31 nm, and the small excess comes from the method. The delta function was replaced by a Gaussian of width $\sigma=v\,\Delta k$, where $\Delta k$ is the spacing of the box states and $k=20\,\Delta k$ at 0.02 eV. Since $E=vk/2$, this means $\sigma/E=2\Delta k/k=0.1$. Averaging $\sqrt E$ over the Gaussian multiplies it by about $1-\sigma^2/8E^2$, which lowers the rate and lengthens the path by 0.13%. At 0.08 eV, $k$ is twice as large and the shift is four times smaller.

## How good is the elastic limit?

In the elastic limit the largest momentum transfer is $q=2k$. At $E=\tfrac32k_BT=0.0388$ eV the corresponding phonon has 0.0068 eV. That is 26% of $k_BT$ and 17% of $E$, which does not look negligible. The effect on $l$ is much smaller, for a reason that can be worked out.

Write $p=mv_s$. Energy conservation for absorption, $(\mathbf k+\mathbf q)^2=k^2+2pq$, fixes the angle between $\mathbf k$ and $\mathbf q$ through $\cos\theta_q=p/k-q/2k$. The fraction of forward momentum lost is $-q\cos\theta_q/k=(q^2/2-pq)/k^2$, and $q$ runs up to $2(k+p)$. For emission the sign of $p$ is reversed in the last two expressions. The integral of the energy delta function over $\cos\theta_q$ gives $m/(kq)$, so the rate of momentum loss is

$$\frac1{\tau_p}=\frac{D^2mv_s}{4\pi ck^3}\left[\int_0^{2(k+p)}\!\!Nq^2\Big(\frac{q^2}2-pq\Big)dq+\int_0^{2(k-p)}\!\!(N+1)q^2\Big(\frac{q^2}2+pq\Big)dq\right].$$

Insert $N=T/(v_sq)-\tfrac12+v_sq/(12T)$ and treat the three terms in turn, to second order in $v_s$ relative to the leading one.

The first term gives

$$\frac T{v_s}\sum_\pm\left[2(k\pm p)^4\mp\tfrac83p(k\pm p)^3\right]=\frac T{v_s}\left(4k^4+8k^2p^2\right).$$

The part $4k^4T/v_s$ reproduces the elastic rate. The terms linear in $p$ have cancelled between absorption and emission.

The second term enters as $-\tfrac12$ in absorption and, because of the extra 1, as $+\tfrac12$ in emission. To first order in $p$, the difference of the upper limits contributes $\tfrac12(-4p)(8k^4)=-16pk^4$, and the change of the integrands contributes $\tfrac12\cdot2p\int_0^{2k}q^3dq=4pk^4$. The sum is $-12pk^4$.

The third term gives $\dfrac{v_s}{12T}\displaystyle\int_0^{2k}q^5dq=\dfrac{8v_sk^6}{9T}$.

Dividing by $4k^4T/v_s$,

$$\frac{1/\tau_p}{1/\tau}\approx1+\frac{2m^2v_s^2}{k^2}-\frac{3mv_s^2}{T}+\frac29\left(\frac{kv_s}{T}\right)^2 .$$

All the corrections are quadratic in $v_s$. At 0.05 eV they are $+0.3\%$, $-1.7\%$ and $+0.5\%$, so the path $v\tau_p$ defined by the momentum loss should be 0.9% longer than in the elastic limit. Numerical integration with the full $N$ gives 100.2 nm, in agreement. At 0.01 and 0.20 eV the terms nearly cancel, and the integration gives 99.5 and 99.0 nm.

For slow electrons the first correction, which equals $mv_s^2/E$, becomes large. At 0.001 eV it is $+15\%$, and $v\tau_p$ is about 11% shorter than in the elastic limit. Once collisions are inelastic, the correction depends on how they are weighted. If every collision counts equally, the first term gives $(T/v_s)\sum_\pm2(k\pm p)^2=(T/v_s)(4k^2+4p^2)$. The correction is then $p^2/k^2=mv_s^2/2E$, half as large, and the path at 0.001 eV is only about 6% shorter. At still lower energies the path is no longer even roughly constant, and the expansion fails. For $k<mv_s$, that is $E<\tfrac12mv_s^2=7.4\times10^{-5}$ eV, the electron cannot emit a phonon at all.

## What the cancellation needs

**A parabolic band.** In any isotropic three-dimensional band with velocity $v=dE/dk$, the count of final states becomes $Vk^2/(2\pi^2v)$. Repeating the last steps,

$$l=v\,\frac{\pi c\,v}{D^2Tk^2}=\frac{\pi c}{D^2T}\left(\frac vk\right)^2 .$$

The path is constant when $v/k$ is constant, which is the parabolic case $v/k=1/m$. Now let the band bend according to $E(1+\alpha E)=k^2/2m$. Differentiating with respect to $k$ gives $(1+2\alpha E)v=k/m$, hence

$$l(E)=\frac{\pi c}{m^2D^2T}\,\frac1{(1+2\alpha E)^2}.$$

For $\alpha=0.5$ eV⁻¹, a rough value for silicon, the path is 92 nm at $\tfrac32k_BT$ and 85 nm at 0.08 eV. Changes of the Bloch functions with energy are left out here.

**Three dimensions.** In a layer so thin that the electron moves in two dimensions, the count per area is

$$\int\frac{2\pi k'dk'}{(2\pi)^2}\,\delta(E'-E)=\frac m{2\pi},$$

which does not depend on energy. If the coupling is still constant, $\tau$ is constant and $l\propto\sqrt E$. A sum over two-dimensional box states gives a path ratio of 2.000 between 0.08 and 0.02 eV. The tempting solution thus has the right energy dependence for a different system: it took the density of states to be constant, as it is in two dimensions.

## From the path to the mobility

A constant path makes the thermal average simple. Let a weak force $F$ act along $z$ on a nondegenerate gas with distribution $f_0\propto e^{-E/T}$. In the steady state the change caused by the force is balanced by relaxation:

$$F\frac{\partial f_0}{\partial k_z}=-\frac{f_1}{\tau}\quad\Rightarrow\quad f_1=\frac{F\tau v_z}{T}f_0 ,$$

because $\partial f_0/\partial k_z=-v_zf_0/T$. The drift velocity is the average of $v_z$ over $f_1$. Since $v_z^2$ averages over directions to $v^2/3$, the mobility is

$$\mu=\frac{\langle\tau v^2\rangle}{3T}=\frac{l\,\langle v\rangle}{3T}.$$

With $a=m/2T$, the mean thermal speed is

$$\langle v\rangle=\frac{\int_0^\infty v^3e^{-av^2}dv}{\int_0^\infty v^2e^{-av^2}dv}=\frac{1/(2a^2)}{\sqrt\pi/(4a^{3/2})}=\frac{2}{\sqrt{\pi a}}=\sqrt{\frac{8T}{\pi m}},$$

so that

$$\mu=\frac{4l}{3\sqrt{2\pi mT}} .$$

As $l\propto1/T$, the mobility falls as $T^{-3/2}$ when $m$, $D$ and $c$ are held fixed. One factor $T^{-1}$ comes from the strength of the lattice vibrations and $T^{-1/2}$ from the electron speed.

For the example, $\langle v\rangle$ is the speed at $E=4k_BT/\pi=0.0329$ eV, or $1.90\times10^7$ cm/s. Then

$$\mu=\frac{99.3\times10^{-7}\,{\rm cm}\times1.90\times10^7\,{\rm cm/s}}{3\times0.02585\,{\rm V}}\approx2430\ {\rm cm^2/Vs}.$$

**Ellipsoidal valleys.** Rescaling each component as $k_i=\sqrt{m_i/m}\,k_i'$ turns the ellipsoid into a sphere of mass $m$. The volume element is unchanged, because $m_lm_t^2=m^3$. The density of states, and with it $\tau(E)$, is therefore the same as before. The velocity is not: an electron moving along axis $i$ has $v=\sqrt{2E/m_i}$, and its path is $l\sqrt{m/m_i}$. This gives 129 nm along a transverse axis and 59 nm along the long axis. Each value is still independent of energy.

For the mobility, the average of $v_i^2$ over an energy surface is $2E/3m_i$. Averaging over equally occupied valleys replaces $1/m$ by $1/m_c=\tfrac13(1/m_l+2/m_t)$, with $m_c=0.258$. The mobility rises by the factor $m/m_c=1.24$, to about 3020 cm²/Vs. The dependence of the coupling on shear strain is neglected.

## Beside real silicon

The electron mobility of lightly doped silicon at room temperature is roughly 1400 cm²/Vs, well below both acoustic values. The main omission is scattering between valleys by phonons of much higher energy. Represent it by one channel with a phonon of 0.060 eV and a coupling of 110 eV/nm, both rough. At $\tfrac32k_BT$ it adds 29% to the acoustic rate and shortens the path from 99 to 77 nm. At 0.10 eV the electron can also emit such a phonon, and the path is 41 nm. The total mean free path is then no longer constant. The mobility for spherical valleys drops from 2430 to about 1590 cm²/Vs. The nearness of this figure to the real one should not be given weight, since the coupling constants are rough and the mass anisotropy would raise it. At a doping of $10^{15}$ cm⁻³, ionized impurities, estimated with a screened Coulomb potential in the Born approximation, add something of the order of 1% to the acoustic rate at $\tfrac32k_BT$ and a larger share for slower electrons, so that the mobility falls by a few percent. Degeneracy is negligible.

A transistor channel departs further from the model. The electron wavelength at $\tfrac32k_BT$ is 11 nm for the averaged mass (6.5 nm along the long axis of a valley, 14 nm across it), and an inversion layer a few nanometres thick is not three-dimensional for such an electron. With constant coupling and only one subband within reach, the path would double between 0.02 and 0.08 eV instead of staying fixed. This needs the next subband to lie more than 0.08 eV higher, since an empty subband is still a final state. In a triangular well with the mass $m_l$ across the layer, that takes a confining field of about 0.5 MV/cm or more. At weaker fields the extra subbands shorten the path at 0.08 eV.

Channel fields also heat the electrons. With drift velocity $v_d=F\tau/m$, the energy gained from the field per collision is about $Fv_d\tau=mv_d^2$. A single collision with sound exchanges an energy $\omega$ of order $kv_s$, which is much larger than $mv_s^2$, but gains and losses nearly balance. Since $(N+1)/N=e^{\omega/T}$, the phonon factors favour emission by a fraction of order $\omega/T$. The number of final states, which grows with energy, favours absorption by a fraction of order $\omega/E$. To compare them, take the integrals used for the momentum loss and weight each collision by its phonon energy $v_sq$ instead. With $p=mv_s$, the mean net loss per collision is, to leading order in $v_s$,

$$\frac{v_s\left[\int_0^{2(k-p)}(N+1)q^3dq-\int_0^{2(k+p)}Nq^3dq\right]}{\int_0^{2k}(2N+1)q^2dq}\approx\frac{k^2v_s^2}{T}-4mv_s^2 .$$

The two effects balance at $k^2=4mT$, that is $E=2T$. Faster electrons lose energy on average, and the loss reaches $mv_s^2$ at $k^2=5mT$. If sound were the only way to lose energy, heating would therefore set in roughly where $v_d=v_s$, at about $4\times10^{-4}$ MV/cm for the acoustic mobility found here. In real silicon the intervalley phonons carry away much more energy per collision, and noticeable heating needs a field roughly ten times higher. Fields in short transistors are far above both marks. Hot electrons reach energies at which intervalley emission is strong, so the 99 nm found here is the acoustic part of the problem and not the mean free path in a working device.

The remaining digits and inputs are in the numerical output.

## Computed values

```
Inputs: rough typical values for n-type silicon
temperature: 300 K
longitudinal mass: 0.92 electron masses
transverse mass: 0.19 electron masses
deformation potential D: 9.0 eV
density: 2.33 g/cm3
sound speed: 9.00e+05 cm/s
Intermediate values and main results
density-of-states mass m: 0.3214 electron masses
thermal energy: 0.02585 eV
B = hbar^2/2m: 0.11853 eV nm2
elastic constant c: 1178.0 eV/nm3
mean free path: 99.31 nm
mean free path, converted: 993.1 angstrom
acoustic mobility, spherical valley: 2430 cm2/Vs
Explicit sum over box states
E=0.02 eV: v=1.479e+07 cm/s, tau=0.6722 ps, path=99.44 nm
E=0.04 eV: v=2.092e+07 cm/s, tau=0.4750 ps, path=99.38 nm
E=0.08 eV: v=2.959e+07 cm/s, tau=0.3358 ps, path=99.35 nm
2D path ratio, 0.08 eV to 0.02 eV: 2.0000
Real phonons: path from momentum loss
E=0.01 eV: path=99.46 nm
E=0.05 eV: path=100.24 nm
E=0.20 eV: path=98.99 nm
Sizes of neglected effects
1.5 kT: 0.03878 eV
largest elastic-limit phonon at 1.5 kT: 0.00678 eV
emission threshold m vs^2/2: 7.40e-05 eV
path along transverse axis: 129.2 nm
path along longitudinal axis: 58.7 nm
conductivity mass: 0.2583 electron masses
acoustic mobility, ellipsoidal valleys: 3024 cm2/Vs
nonparabolicity alpha: 0.5 1/eV
nonparabolic path at 1.5 kT: 92.04 nm
nonparabolic path at 0.08 eV, box sum: 85.16 nm
intervalley phonon energy: 0.060 eV
intervalley coupling: 110.0 eV/nm
intervalley/acoustic rate at 1.5 kT: 0.294
path with intervalley, 1.5 kT: 76.8 nm
path with intervalley, 0.10 eV: 41.1 nm
spherical mobility with intervalley: 1588 cm2/Vs
doping: 1.0e+15 1/cm3
relative permittivity: 11.7
impurity/acoustic rate at 1.5 kT: 0.0141
doping/effective density of states: 3.64e-05
electron wavelength at 1.5 kT: 10.98 nm
field where mobility*field = sound speed: 3.70e-04 MV/cm
```
